\section*{Triangular well with a hard wall: two routes to its levels}

A numerical calculation of electrons held against an interface by an electric field needs a grid that reaches deep enough and a sufficient number of subbands. When the field is nearly uniform, the levels of a triangular well give the depth for a chosen number of subbands. Their spacings, together with the temperature and the filling, show how many subbands matter. For an electron of mass $m$ in a uniform field of magnitude $F$, the levels are
\begin{equation}
E_n=|a_n|\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3},\qquad n=1,2,3,\ldots,
\label{eq:result}
\end{equation}
where $0>a_1>a_2>\dots$ are the zeros of the Airy function $\mathrm{Ai}$. The result is derived below in two ways, once from the wave function in space and once from its Laplace transform.

\section{The model and its natural units}

The interface is the plane $z=0$ and the electron moves in $z>0$. The field pushes it towards the interface, so its potential energy is $V=eFz$, with $e>0$. The barrier is taken as infinitely high, which means $\psi(0)=0$. The mass $m$ along $z$ is constant, and the motion along $z$ separates from that in the plane. For a parabolic band with in-plane mass $m_\parallel$, the total energy is $E_n+\hbar^2k_\parallel^2/2m_\parallel$, so $E_n$ is the edge of a subband. The equation for a bound state is
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0,\qquad \int_0^\infty|\psi|^2dz<\infty .
\label{eq:schr}
\end{equation}
Set $z=\ell y$ and divide by $eF\ell$. The kinetic term acquires the factor $\hbar^2/(2meF\ell^3)$, which becomes one if
\begin{equation}
\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
W=eF\ell=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
\label{eq:units}
\end{equation}
With $\lambda=E/W$ and $u(y)=\psi(\ell y)$, what remains is
\begin{equation}
u''=(y-\lambda)u,\qquad u(0)=0 .
\label{eq:scaled}
\end{equation}
The energy is real because the Hamiltonian is Hermitian on functions that vanish at the wall. It is positive because the mean kinetic and potential energies both are. Hence $\lambda>0$.

\section{The Airy function}

Both derivations use the function
\begin{equation}
\mathrm{Ai}(x)=\frac1{2\pi}\int_{-\infty}^{\infty}ds\;e^{g},\qquad g=\frac{t^3}{3}-xt,\quad t=c+is,\quad c>0 .
\label{eq:airy}
\end{equation}
Since $\mathrm{Re}\,g=c^3/3-cs^2-xc$, the integrand falls off as a Gaussian and the integral converges for every real $x$. The values at $s$ and $-s$ are complex conjugates, so $\mathrm{Ai}$ is real. From $dt/ds=i$,
\begin{equation}
\frac{\partial}{\partial s}e^g=i(t^2-x)e^g .
\label{eq:total}
\end{equation}
The derivative with respect to $c$ is $(t^2-x)e^g$. By \eqref{eq:total} its integral over $s$ is a difference of end values, which vanish, so $\mathrm{Ai}$ does not depend on $c$. Each derivative with respect to $x$ brings down a factor $-t$, and therefore
\begin{equation}
\mathrm{Ai}''(x)-x\,\mathrm{Ai}(x)=\frac1{2\pi}\int ds\,(t^2-x)e^g=0 .
\end{equation}

For $x>0$ choose $c=\sqrt x$. The terms of $g$ linear in $s$ cancel, leaving $g=-\tfrac23x^{3/2}-\sqrt x\,s^2-is^3/3$ and
\begin{equation}
\mathrm{Ai}(x)=\frac{e^{-2x^{3/2}/3}}{2\pi}\int_{-\infty}^{\infty}ds\,e^{-\sqrt x\,s^2}\cos\frac{s^3}{3},
\qquad
|\mathrm{Ai}(x)|\le\frac{e^{-2x^{3/2}/3}}{2\sqrt\pi\,x^{1/4}} .
\label{eq:decay}
\end{equation}
The bound replaces the cosine by one. Using $\cos\theta\ge1-\theta^2/2$ instead shows that $\mathrm{Ai}(x)$ is at least $1-5/(48x^{3/2})$ times the bound. Thus $\mathrm{Ai}$ is not the zero function. Its derivative, which has an extra factor of modulus at most $\sqrt x+|s|$ in the integrand, also decays.

\section{First derivation: the wave function in space}

Put $\xi=y-\lambda$. Equation \eqref{eq:scaled} becomes $u''=\xi u$, with the wall at $\xi=-\lambda$. The classical turning point, where $E=V$, lies at $\xi=0$. We need all solutions that are square-integrable towards $\xi\to\infty$. Real and imaginary parts solve the equation separately, so take $u$ real. For $\xi\ge0$,
\begin{equation}
(u^2)''=2u'^2+2uu''=2u'^2+2\xi u^2\ge0 .
\end{equation}
So $u^2$ is convex there: its slope never decreases. If the slope were positive anywhere, $u^2$ would stay above a rising straight line and could not be integrable. A square-integrable solution therefore has $u^2$ nowhere increasing.

Suppose such a solution vanishes at some $\xi_0\ge0$. Then $u^2\ge0$ is zero at $\xi_0$ and cannot increase, so $u=0$ for all $\xi\ge\xi_0$. A solution with zero value and slope at one point vanishes everywhere. Hence a nonzero decaying solution has no zero at $\xi\ge0$.

If there were two independent decaying solutions $u_1,u_2$, the combination $u_2(0)u_1-u_1(0)u_2$ would decay and vanish at $\xi=0$. It would be identically zero, contrary to independence. The decaying solution is thus unique up to a factor, and by \eqref{eq:decay} it is $\mathrm{Ai}(\xi)$. The wave function is
\begin{equation}
\psi(z)=N\,\mathrm{Ai}\!\left(\frac z\ell-\lambda\right),
\label{eq:wave}
\end{equation}
and the wall requires $\mathrm{Ai}(-\lambda)=0$. So $\lambda=|a_n|$, which is \eqref{eq:result}. Conversely, each zero gives an admissible state.

The list of zeros does not end. Take any $q>0$ and an interval from $b$ to $d=b+\pi/q$ with $d\le-q^2$, and compare $u=\mathrm{Ai}$ with $w=\sin q(\xi-b)$, which is positive inside. If $u$ had no zero inside, its sign could be chosen positive there, and
\begin{equation}
(uw'-u'w)'=uw''-u''w=(|\xi|-q^2)\,uw>0
\end{equation}
inside the interval. Integration would give a positive number. But $w=0$ at both ends, $w'(b)=q$ and $w'(d)=-q$, so the integral equals $-q[u(d)+u(b)]\le0$. The contradiction shows that every such interval contains a zero. With $d=a_n$ and $q^2=|a_n|$ it also gives $|a_{n+1}|-|a_n|<\pi/\sqrt{|a_n|}$.

\section{Second derivation: the Laplace transform}

Now keep the wall at $y=0$ and define, for $\mathrm{Re}\,t>0$,
\begin{equation}
U(t)=\int_0^\infty e^{-ty}u(y)\,dy .
\end{equation}
A bound state has finite norm and finite mean kinetic energy, so $u$ and $u'$ are square-integrable. Then $u$ is bounded, and $u'$ becomes arbitrarily small along some sequence of points going to infinity. Taking the upper limit along that sequence, two integrations by parts give
\begin{equation}
\int_0^\infty e^{-ty}u''\,dy=-u'(0)-t\,u(0)+t^2U .
\label{eq:parts}
\end{equation}
Multiplication by $y$ becomes $-d/dt$. With $u(0)=0$, equation \eqref{eq:scaled} turns into $t^2U-u'(0)=-U'-\lambda U$, or
\begin{equation}
U'+(t^2+\lambda)U=u'(0) .
\end{equation}
The linear potential has reduced the problem to first order, with the slope at the wall as a source. Multiply by $e^h$, where $h=t^3/3+\lambda t$ and $h'=t^2+\lambda$:
\begin{equation}
\frac{d}{dt}\left(Ue^h\right)=u'(0)\,e^h .
\label{eq:exact}
\end{equation}

Integrate along the vertical line $t=c+is$ from $s=-S$ to $s=S$, and let $S\to\infty$. On this line the Schwarz inequality bounds the transform,
\begin{equation}
|U|\le\int_0^\infty e^{-cy}|u|\,dy\le\frac1{\sqrt{2c}}\left(\int_0^\infty|u|^2dy\right)^{1/2},
\end{equation}
while $|e^h|=e^{c^3/3-cs^2+\lambda c}$ vanishes at both ends. The left side of \eqref{eq:exact} therefore integrates to zero. On the right, $dt=i\,ds$, and $h$ is the exponent $g$ of \eqref{eq:airy} at $x=-\lambda$. So
\begin{equation}
0=i\,u'(0)\int_{-\infty}^{\infty}ds\,e^h=2\pi i\,u'(0)\,\mathrm{Ai}(-\lambda).
\end{equation}
The slope $u'(0)$ cannot vanish, since $u(0)=u'(0)=0$ would make $u$ zero everywhere. Hence $\mathrm{Ai}(-\lambda)=0$. Conversely, at such a $\lambda$ the function $\mathrm{Ai}(y-\lambda)$ solves \eqref{eq:scaled}, vanishes at the wall and decays.

\section{What each derivation assumes}

Both take the same model: constant mass, uniform field and an impenetrable wall. They differ in what they must know about the solution.

The first must classify the solutions far from the wall, and uses the wall last. Its convexity argument needs only $V\ge E$ beyond some point, so it carries over to other confining potentials, although the decaying solution is then another function. It yields the wave function along with the level.

The second uses the wall first. It needs a finite norm and a finite kinetic energy, but not the uniqueness of the decaying solution. It shows that every level belongs to a zero; that every zero is a level requires the explicit function. It leans on the linearity of $V$: a term $y^2$ would become $d^2/dt^2$, and the transformed equation would again be of second order.

The difference shows when the wall is softened. Let the barrier have a finite, constant height $V_0>E$ with the same mass inside. There $\psi\propto e^{\kappa z}$, with $\kappa=\sqrt{2m(V_0-E)}/\hbar$, so $u'(0)=\kappa\ell\,u(0)$. In the first derivation \eqref{eq:wave} still holds for $z>0$, and the matching condition is
\begin{equation}
\mathrm{Ai}'(-\lambda)=\kappa\ell\,\mathrm{Ai}(-\lambda).
\end{equation}
The second gives the same condition once the term $t\,u(0)$ in \eqref{eq:parts} is kept. Write $-\lambda=a_n+\delta$ with small $\delta$. Then $\mathrm{Ai}(-\lambda)\approx\mathrm{Ai}'(a_n)\delta$, hence $\delta\approx1/(\kappa\ell)$ and
\begin{equation}
E\approx E_n-\frac{eF}{\kappa}.
\end{equation}
To this order the wall acts as if moved back by the penetration length $1/\kappa$. Relative to the shift $eF/\kappa$, the first neglected terms are of order $|a_n|\delta^2\approx E_n/(V_0-E_n)$, with a coefficient near one third, so the estimate is accurate when $E_n\ll V_0$. The length $1/\kappa$ holds for equal masses only. If the barrier has mass $m_b$ and $\psi'/m$ is continuous, then $\kappa=\sqrt{2m_b(V_0-E)}/\hbar$ and the wall moves back by $m_b/(m\kappa)$.

\section{Shape of the states and the high levels}

Let $u=\mathrm{Ai}(\xi)$. The equation $u''=\xi u$ gives two integrals directly:
\begin{align}
(\xi u^2-u'^2)'&=u^2+2\xi uu'-2u'u''=u^2,\\
(\xi^2u^2-\xi u'^2+uu')'&=2\xi u^2+2\xi^2uu'-2\xi u'u''+uu''=3\xi u^2 .
\end{align}
Integrate from $a_n$, where $u=0$, to infinity, where all terms vanish. The first line gives $\int u^2d\xi=\mathrm{Ai}'(a_n)^2$, the second $\int\xi u^2d\xi=a_n\mathrm{Ai}'(a_n)^2/3$. So $\langle\xi\rangle=a_n/3$, and with $z=\ell(\xi+|a_n|)$,
\begin{equation}
\langle z\rangle=\frac23|a_n|\ell=\frac{2E_n}{3eF}.
\end{equation}
Two thirds of the energy is potential and one third kinetic. Starting the first integral at $\xi=0$ gives the probability of finding the electron beyond the turning point $z_n=E_n/eF$:
\begin{equation}
P_n=\frac{\mathrm{Ai}'(0)^2}{\mathrm{Ai}'(a_n)^2}.
\end{equation}

For high levels, let $c\to0$ in \eqref{eq:airy} at $x=-r$, with $r$ large. The phase $rs-s^3/3$ is stationary at $s=\pm\sqrt r$, where it equals $\pm\tfrac23r^{3/2}$ and has second derivative $\mp2\sqrt r$. Each point contributes a Gaussian integral of modulus $\sqrt\pi\,r^{-1/4}$ and phase $\mp\pi/4$. Their sum is, to leading order,
\begin{equation}
\mathrm{Ai}(-r)\approx\frac{1}{\sqrt\pi\,r^{1/4}}\sin\!\left(\frac23r^{3/2}+\frac\pi4\right),
\qquad
|a_n|\approx\left[\frac{3\pi(4n-1)}8\right]^{2/3}.
\label{eq:wkb}
\end{equation}
For large $n$ the levels grow as $n^{2/3}$ and their spacing shrinks as $n^{-1/3}$.

\section{A numerical case}

Take the round values $m=0.2$ electron masses and $F=10$ MV/m, so that $V$ rises by 10 meV per nm. With $\hbar^2/2m=190.5$ meV\,nm$^2$, \eqref{eq:units} gives $\ell=(190.5/10)^{1/3}=2.671$ nm and $W=10\times2.671=26.71$ meV. The zeros were found by summing \eqref{eq:airy} on a uniform grid in $s$ and refining each sign change with a bracketing root search. With more digits kept, the first level is $E_1=2.33811\times26.7074=62.4$ meV, or 0.0624 eV.

\begin{center}
\begin{tabular}{cccccc}
$n$ & $a_n$ & $E_n$ (meV) & $z_n$ (nm) & $\langle z\rangle$ (nm) & $P_n$\\
1 & $-2.33811$ & 62.4 & 6.2 & 4.2 & 0.136\\
2 & $-4.08795$ & 109.2 & 10.9 & 7.3 & 0.104\\
3 & $-5.52056$ & 147.4 & 14.7 & 9.8 & 0.089\\
4 & $-6.78671$ & 181.3 & 18.1 & 12.1 & 0.081\\
5 & $-7.94413$ & 212.2 & 21.2 & 14.1 & 0.075
\end{tabular}
\end{center}

The estimate \eqref{eq:wkb} gives $|a_1|\approx2.3203$, which is 0.76\% below the computed zero. For $n=5$ it is 0.02\% below. It is thus usable even for the lowest level, although it was derived for high ones.

These numbers fix the grid depth for this field and mass. If five subbands are kept, the grid must pass 21.2 nm, the last turning point. Going $4\ell$ further, to $21.2+4\times2.67=31.9$ nm, brings $\xi$ to 4. There \eqref{eq:decay} gives $\mathrm{Ai}\le9.7\times10^{-4}$. With $\mathrm{Ai}'(a_5)=0.947$, the normalized density $\mathrm{Ai}^2/[\ell\,\mathrm{Ai}'(a_5)^2]$ is below $4\times10^{-7}$ nm$^{-1}$.

How many subbands matter depends on their filling. For equal in-plane masses and a dilute, non-degenerate electron gas, the population of the second relative to the first is $e^{-(E_2-E_1)/k_BT}$. The spacing is 46.7 meV, so the ratio reaches $1/e$ when $k_BT=46.7$ meV. The next spacings are 38.3, 33.8 and 30.9 meV, so each further subband costs less energy than the one before.

Within the model, other fields and masses need no new calculation, since $E_n\propto F^{2/3}m^{-1/3}$ and $\langle z\rangle\propto(mF)^{-1/3}$. Eight times the field raises $E_1$ fourfold, to 250 meV, and halves $\langle z\rangle$ to 2.1 nm. Eight times the mass halves both, to 31.2 meV and 2.1 nm. If a channel has conduction valleys with a common band edge but different masses along $z$, the valley with the heavier mass therefore has the lower first subband.

The uniform field is the assumption most directly limited by the electrons themselves. By Gauss's law, a sheet of $N_s$ electrons per unit area changes the field across the layer by $eN_s/\epsilon_s$, where $\epsilon_s$ is the permittivity of the semiconductor. Ionized dopants of uniform net density $N_d$ also change it, by $eN_dz/\epsilon_s$ over a depth $z$. The field is nearly uniform when both changes are much smaller than $F$ over the extent of the states kept. This is harder to meet at high field. If 80 MV/m is supplied by a uniform depletion layer with 1 eV of band bending, the layer is only 25 nm wide, and for the mass used above $E_1$ and $E_5$ lie about 3\% and 13\% below \eqref{eq:result}. The condition must therefore be checked for each field. Where it fails, the potential bends within the layer, and the Schrödinger and Poisson equations must be solved together. A uniform field is not sufficient by itself. A barrier of permittivity $\epsilon_b$ adds the image potential $e^2(\epsilon_s-\epsilon_b)/[16\pi\epsilon_s(\epsilon_s+\epsilon_b)z]$, which for relative permittivities 11.7 and 3.9 raises $E_1$ of the example by about 5 meV. A finite barrier, or a mass that changes appreciably over the energy $E_n$, also invalidates the simple scaling.
